# Optimizing both oxides around a 10 nm silver film on glass: verification in Python

```python
"""
Result under test: for oxide / 10 nm silver / oxide on glass, the two oxide
thicknesses that maximize the 400-700 nm average transmittance can be found and
certified as global, and the gain over bare silver on glass is mainly
reflectance removed, not absorption removed.

Symbols: R, T, A  reflectance, transmittance into glass, absorptance
         psi      T/(1-R), the share of the entering light that reaches glass
         B, C     scaled electric and magnetic field at the front surface,
                  for unit electric field in the glass; admittance Y = C/B
         k0       2 pi / wavelength;  eps  relative permittivity
Time factor exp(-i omega t), so absorbing media have Im(eps) > 0.
Lengths are in nm and photon energies in eV. Material values are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize

HBAR_EV = const.hbar / const.e
HC_EV_NM = const.h * const.c / const.e * 1e9

N_AIR, N_GLASS, N_OXIDE = 1.0, 1.52, 2.0
EPS_OXIDE = N_OXIDE**2
D_SILVER = 10.0
EPS_BACKGROUND, PLASMA_EV = 4.0, 9.0
BULK_DAMPING_EV, FERMI_SPEED = 0.02, 1.4e6
SURFACE_DAMPING_EV = HBAR_EV * FERMI_SPEED / (D_SILVER * 1e-9)
DAMPING_EV = BULK_DAMPING_EV + SURFACE_DAMPING_EV
LAM_MIN, LAM_MAX, D_MAX = 400.0, 700.0, 200.0


def band_nodes(count):
    """Gauss-Legendre wavelengths and weights for the uniform band average."""
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (LAM_MIN + LAM_MAX) + 0.5 * (LAM_MAX - LAM_MIN) * x, w / 2


def silver_eps(lam, damping=DAMPING_EV):
    energy = HC_EV_NM / lam
    return EPS_BACKGROUND - PLASMA_EV**2 / (energy**2 + 1j * energy * damping)


def response(layers, n_in, n_out, lam, angle_deg=0.0, pol="s"):
    """Layers are (eps, thickness) from front to back. Returns R, T, B, C."""
    k0 = 2 * np.pi / lam
    kx = n_in * np.sin(np.radians(angle_deg))

    def normal_and_admittance(eps):
        kz = np.sqrt(eps - kx**2 + 0j)
        return kz, (kz if pol == "s" else eps / kz)

    y_in = normal_and_admittance(n_in**2)[1].real
    y_out = normal_and_admittance(n_out**2)[1].real
    b = np.ones_like(lam, dtype=complex)
    c = y_out * b
    for eps, thickness in reversed(layers):
        kz, y = normal_and_admittance(eps)
        phase = k0 * kz * thickness
        cos, sin = np.cos(phase), np.sin(phase)
        b, c = cos * b - 1j * sin / y * c, -1j * y * sin * b + cos * c
    denom = y_in * b + c
    return (np.abs((y_in * b - c) / denom)**2,
            4 * y_in * y_out / np.abs(denom)**2, b, c)


def coated(d_top, d_bottom, eps_ag, eps_ox=EPS_OXIDE):
    return [(eps_ox, d_top), (eps_ag, D_SILVER), (eps_ox, d_bottom)]


LAM, WEIGHT = band_nodes(24)
K0 = 2 * np.pi / LAM
EPS_AG = silver_eps(LAM)


def spectral_t(d_top, d_bottom):
    """T for arrays of thickness pairs; the last axis is wavelength."""
    top = np.asarray(d_top, float)[..., None]
    bottom = np.asarray(d_bottom, float)[..., None]
    return response(coated(top, bottom, EPS_AG), N_AIR, N_GLASS, LAM)[1]


def mean_t(d_top, d_bottom):
    return spectral_t(d_top, d_bottom) @ WEIGHT


def mean_t_and_gradient(d_top, d_bottom):
    """Bottom slope comes from the reversed stack, by reciprocity."""
    stack = coated(d_top, d_bottom, EPS_AG)
    slopes = []
    for layers, n_in, n_out in ((stack, N_AIR, N_GLASS),
                                (stack[::-1], N_GLASS, N_AIR)):
        _, t, b, c = response(layers, n_in, n_out, LAM)
        log_slope = 2 * K0 * np.real(
            1j * (n_in * c + EPS_OXIDE * b) / (n_in * b + c))
        slopes.append((t * log_slope) @ WEIGHT)
    return t @ WEIGHT, np.array(slopes)


def integrate_fields(layers, lam):
    """Direct integration of the wave equations from the glass to the front.
    Returns R, T, A and psi, with A and psi from the absorption integral."""
    k0 = 2 * np.pi / lam
    state = np.array([1.0, N_GLASS, 0.0], complex)
    for eps, thickness in reversed(layers):
        if thickness == 0:
            continue

        def rhs(_, y, eps=eps):
            return [-1j * k0 * y[1], -1j * k0 * eps * y[0],
                    k0 * np.imag(eps) * abs(y[0])**2]
        state = solve_ivp(rhs, (0, thickness), state, method="DOP853",
                          rtol=1e-11, atol=1e-13).y[:, -1]
    e, h, absorbed = state[0], state[1], state[2].real
    incident, reflected = (e + h / N_AIR) / 2, (e - h / N_AIR) / 2
    flux = N_AIR * abs(incident)**2
    return (abs(reflected / incident)**2, N_GLASS / flux, absorbed / flux,
            N_GLASS / (N_GLASS + absorbed))


# ---------- gradient and slope bound against finite differences ----------
rng = np.random.default_rng(3)
step = 1e-3
for d_top, d_bottom in rng.uniform(5, 190, (6, 2)):
    gradient = mean_t_and_gradient(d_top, d_bottom)[1]
    numeric = np.array([
        mean_t(d_top + step, d_bottom) - mean_t(d_top - step, d_bottom),
        mean_t(d_top, d_bottom + step) - mean_t(d_top, d_bottom - step)
    ]) / (2 * step)
    assert np.allclose(gradient, numeric, atol=1e-8)

BOUND_TOP = K0 * abs(EPS_OXIDE / N_AIR - N_AIR)
BOUND_BOTTOM = K0 * abs(EPS_OXIDE / N_GLASS - N_GLASS)
tops, bottoms = rng.uniform(1, 199, (2, 4000))
slope_top = np.log(spectral_t(tops + step, bottoms)
                   / spectral_t(tops - step, bottoms)) / (2 * step)
slope_bottom = np.log(spectral_t(tops, bottoms + step)
                      / spectral_t(tops, bottoms - step)) / (2 * step)
ratio_top = np.max(np.abs(slope_top) / BOUND_TOP)
ratio_bottom = np.max(np.abs(slope_bottom) / BOUND_BOTTOM)
assert ratio_top <= 1 + 1e-6 and ratio_bottom <= 1 + 1e-6

# ---------- local ascent from many starts ----------
SCALE = 50.0


def cost(x):
    value, gradient = mean_t_and_gradient(*(SCALE * x))
    return -value, -SCALE * gradient


found = []
for start_top in (10, 60, 110, 160):
    for start_bottom in (10, 60, 110, 160):
        run = minimize(cost, np.array([start_top, start_bottom]) / SCALE,
                       jac=True, method="L-BFGS-B",
                       bounds=[(0, D_MAX / SCALE)] * 2,
                       options={"ftol": 1e-15, "gtol": 1e-9})
        found.append((-run.fun, *(SCALE * run.x)))
found.sort(reverse=True)
maxima = []
for item in found:
    if all(np.hypot(item[1] - m[1], item[2] - m[2]) > 1 for m in maxima):
        maxima.append(item)
best_t, best_top, best_bottom = maxima[0]
assert 0 < best_top < D_MAX and 0 < best_bottom < D_MAX
assert np.max(np.abs(mean_t_and_gradient(best_top, best_bottom)[1])) < 1e-6

# ---------- global certificate by branch and bound ----------
TOLERANCE = 5e-4
half = 2.5
axis = np.arange(half, D_MAX, 2 * half)
cell_top, cell_bottom = (a.ravel() for a in np.meshgrid(axis, axis))
cells_examined = 0
for level in range(16):
    values = spectral_t(cell_top, cell_bottom)
    cells_examined += len(cell_top)
    assert np.max(values @ WEIGHT) <= best_t + 1e-9
    ceiling = (values * np.exp((BOUND_TOP + BOUND_BOTTOM) * half)) @ WEIGHT
    keep = ceiling > best_t + TOLERANCE
    cell_top, cell_bottom = cell_top[keep], cell_bottom[keep]
    if len(cell_top) == 0:
        break
    half /= 2
    cell_top = np.concatenate([cell_top + s * half for s in (-1, -1, 1, 1)])
    cell_bottom = np.concatenate(
        [cell_bottom + s * half for s in (-1, 1, -1, 1)])
assert len(cell_top) == 0

# brute-force grid, and a finer wavelength quadrature
grid = np.arange(0, D_MAX + 1, 2.0)
grid_t = mean_t(*np.meshgrid(grid, grid, indexing="ij"))
assert best_t - 2e-3 < grid_t.max() <= best_t + 1e-9
lam_fine, weight_fine = band_nodes(90)
fine_t = response(coated(best_top, best_bottom, silver_eps(lam_fine)),
                  N_AIR, N_GLASS, lam_fine)[1] @ weight_fine
assert abs(fine_t - best_t) < 1e-7

# ---------- matrix results against direct integration ----------
for lam_test in (430.0, 550.0, 680.0):
    ag = silver_eps(lam_test)
    for layers in ([(ag, D_SILVER)], coated(best_top, best_bottom, ag)):
        r, t, _, _ = response(layers, N_AIR, N_GLASS, np.array([lam_test]))
        direct = integrate_fields(layers, lam_test)
        assert np.allclose([r[0], t[0], 1 - r[0] - t[0]], direct[:3], atol=1e-8)
    psi_no_top = integrate_fields(coated(0, best_bottom, ag), lam_test)[3]
    for any_top in (0.0, 33.0, 120.0):
        r, t, _, _ = response(coated(any_top, best_bottom, ag),
                              N_AIR, N_GLASS, np.array([lam_test]))
        assert abs(t[0] / (1 - r[0]) - psi_no_top) < 1e-8

# ---------- where the gain comes from ----------
bare_r, bare_t, _, _ = response([(EPS_AG, D_SILVER)], N_AIR, N_GLASS, LAM)
opt_r, opt_t, _, _ = response(coated(best_top, best_bottom, EPS_AG),
                              N_AIR, N_GLASS, LAM)
bare_psi, opt_psi = bare_t / (1 - bare_r), opt_t / (1 - opt_r)
gain = (opt_t - bare_t) @ WEIGHT
reflection_drop = (bare_r - opt_r) @ WEIGHT
entry_part = ((bare_r - opt_r) * (bare_psi + opt_psi) / 2) @ WEIGHT
loss_part = ((opt_psi - bare_psi) * (2 - bare_r - opt_r) / 2) @ WEIGHT
assert gain > 0 and abs(entry_part + loss_part - gain) < 1e-12
assert reflection_drop / gain > 0.5 and entry_part / gain > 0.5

lossless = silver_eps(LAM, 0.0)
gain_lossless = (
    response(coated(best_top, best_bottom, lossless), N_AIR, N_GLASS, LAM)[1]
    - response([(lossless, D_SILVER)], N_AIR, N_GLASS, LAM)[1]) @ WEIGHT
assert gain_lossless > 0.5 * gain

# ---------- print the example ----------
print(f"air, oxide, glass index: {N_AIR:.2f}, {N_OXIDE:.2f}, {N_GLASS:.2f}")
print(f"silver: thickness {D_SILVER:.0f} nm, background {EPS_BACKGROUND:.1f},"
      f" plasma energy {PLASMA_EV:.1f} eV")
print(f"damping: bulk {BULK_DAMPING_EV:.3f} + surface "
      f"{SURFACE_DAMPING_EV:.3f} = {DAMPING_EV:.3f} eV "
      f"(Fermi speed {FERMI_SPEED:.1e} m/s)")
conductivity = (const.epsilon_0 * (PLASMA_EV / HBAR_EV)**2
                / (DAMPING_EV / HBAR_EV))
sheet = 1 / (conductivity * D_SILVER * 1e-9)
print(f"silver sheet resistance: {sheet:.2f} ohm per square")
print(f"optimum: top {best_top:.2f} nm, bottom {best_bottom:.2f} nm, "
      f"mean T {best_t:.4f}")
print(f"distinct local maxima found in 0-{D_MAX:.0f} nm box: {len(maxima)}")
for value, top, bottom in maxima[1:4]:
    print(f"  other maximum: top {top:.1f}, bottom {bottom:.1f} nm, "
          f"mean T {value:.4f}")
print(f"certificate: no point beats optimum by more than {TOLERANCE:.4f}; "
      f"cells {cells_examined}, last half-width {half:.4f} nm")
print(f"largest slope/bound: top {ratio_top:.3f}, bottom {ratio_bottom:.3f}")
line = np.arange(0, D_MAX + 0.1, 0.5)
only_top, only_bottom = mean_t(line, 0 * line), mean_t(0 * line, line)
print(f"best top oxide alone: {line[only_top.argmax()]:.1f} nm, "
      f"mean T {only_top.max():.4f}")
print(f"best bottom oxide alone: {line[only_bottom.argmax()]:.1f} nm, "
      f"mean T {only_bottom.max():.4f}")
for name, r, t, psi in (("bare", bare_r, bare_t, bare_psi),
                        ("coated", opt_r, opt_t, opt_psi)):
    print(f"{name} band means: T {t @ WEIGHT:.4f}, R {r @ WEIGHT:.4f}, "
          f"A {(1 - r - t) @ WEIGHT:.4f}, psi {psi @ WEIGHT:.4f}")
print(f"gain in T {gain:.4f} = R drop {reflection_drop:.4f} "
      f"+ A drop {gain - reflection_drop:.4f}")
print(f"R drop / gain: {reflection_drop / gain:.3f}")
print(f"factor split: entry {entry_part:.4f}, internal loss {loss_part:.4f}, "
      f"entry share {entry_part / gain:.3f}")
print(f"gain with silver loss removed, same thicknesses: {gain_lossless:.4f}")

for lam_value in (400.0, 450.0, 550.0, 650.0, 700.0):
    lam_one = np.array([lam_value])
    ag = silver_eps(lam_one)
    r0, t0, _, _ = response([(ag, D_SILVER)], N_AIR, N_GLASS, lam_one)
    r1, t1, _, _ = response(coated(best_top, best_bottom, ag),
                            N_AIR, N_GLASS, lam_one)
    print(f"{lam_value:.0f} nm: eps {ag[0]:.2f}; bare T {t0[0]:.3f} "
          f"R {r0[0]:.3f}; coated T {t1[0]:.3f} R {r1[0]:.3f}")

lam_one = np.array([550.0])
ag = silver_eps(lam_one)
full = coated(best_top, best_bottom, ag)
for name, layers in (("bare silver on glass", [(ag, D_SILVER)]),
                     ("bottom oxide on glass", full[2:]),
                     ("plus silver", full[1:]), ("plus top oxide", full)):
    _, _, b, c = response(layers, N_AIR, N_GLASS, lam_one)
    print(f"admittance at 550 nm, {name}: {(c / b)[0]:.3f}")
print(f"thin-sheet admittance step at 550 nm: "
      f"{(-1j * 2 * np.pi / 550.0 * D_SILVER * ag)[0]:.3f}")

# ---------- size of neglected effects, thicknesses held fixed ----------
print("neglected effects: mean T bare, mean T coated, R drop / gain")


def report(label, bare, coat, weight=WEIGHT):
    r0, t0, r1, t1 = (q @ weight for q in (*bare, *coat))
    share = (r0 - r1) / (t1 - t0)
    assert t1 > t0 and share > 0.5
    print(f"  {label}: {t0:.4f}, {t1:.4f}, {share:.3f}")


def pair(eps_ag=EPS_AG, eps_ox=EPS_OXIDE, angle=0.0):
    result = []
    for layers in ([(eps_ag, D_SILVER)],
                   coated(best_top, best_bottom, eps_ag, eps_ox)):
        both = [response(layers, N_AIR, N_GLASS, LAM, angle, p)[:2]
                for p in "sp"]
        result.append(tuple(np.mean(both, axis=0)))
    return result


glass_r = ((N_GLASS - 1) / (N_GLASS + 1))**2
with_back = []
for layers in ([(EPS_AG, D_SILVER)], coated(best_top, best_bottom, EPS_AG)):
    r, t, _, _ = response(layers, N_AIR, N_GLASS, LAM)
    r_inside, t_inside, _, _ = response(layers[::-1], N_GLASS, N_AIR, LAM)
    assert np.allclose(t, t_inside, atol=1e-12)
    echo = 1 - r_inside * glass_r
    with_back.append((r + t**2 * glass_r / echo, t * (1 - glass_r) / echo))
report("glass back face", *with_back)
report("oxide index 1.9 + 0.03 um2/lambda2",
       *pair(eps_ox=(1.9 + 0.03 / (LAM / 1000)**2)**2))
report("oxide extinction 0.005", *pair(eps_ox=(N_OXIDE + 0.005j)**2))

CARRIERS, MOBILITY, MASS_RATIO = 1e26, 20e-4, 0.3
mass = MASS_RATIO * const.m_e
oxide_plasma = HBAR_EV * np.sqrt(CARRIERS * const.e**2
                                 / (const.epsilon_0 * mass))
oxide_damping = HBAR_EV * const.e / (mass * MOBILITY)
photon = HC_EV_NM / LAM
report("oxide carriers 1e20 cm-3, 20 cm2/Vs, mass 0.3",
       *pair(eps_ox=EPS_OXIDE - oxide_plasma**2
             / (photon**2 + 1j * photon * oxide_damping)))
report("extra interband Im eps 0.3", *pair(eps_ag=EPS_AG + 0.3j))
void = 0.10
report("10 % voids in silver (Maxwell Garnett)", *pair(
    eps_ag=EPS_AG * ((1 + 2 * void) + 2 * EPS_AG * (1 - void))
    / ((1 - void) + EPS_AG * (2 + void))))
report("silver at 360 K, bulk damping x 1.2",
       *pair(eps_ag=silver_eps(LAM, 1.2 * BULK_DAMPING_EV
                               + SURFACE_DAMPING_EV)))
report("damping doubled", *pair(eps_ag=silver_eps(LAM, 2 * DAMPING_EV)))
report("45 degrees, unpolarized", *pair(angle=45.0))
eye = WEIGHT * np.exp(-0.5 * ((LAM - 555.0) / 42.0)**2)
report("eye weight, Gaussian 555 nm, sigma 42 nm", *pair(),
       weight=eye / eye.sum())
worst = min(float(mean_t(best_top + s, best_bottom + q))
            for s in (-5, 5) for q in (-5, 5))
print(f"worst mean T for 5 nm errors in both oxides: {worst:.4f}")
oxide_sheet = 1 / (CARRIERS * const.e * MOBILITY
                   * (best_top + best_bottom) * 1e-9)
print(f"sheet resistance of both doped oxides in parallel: "
      f"{oxide_sheet:.0f} ohm per square")
print("finished without a failed check")
```

Running it gives:

```
air, oxide, glass index: 1.00, 2.00, 1.52
silver: thickness 10 nm, background 4.0, plasma energy 9.0 eV
damping: bulk 0.020 + surface 0.092 = 0.112 eV (Fermi speed 1.4e+06 m/s)
silver sheet resistance: 10.29 ohm per square
optimum: top 41.65 nm, bottom 46.61 nm, mean T 0.9476
distinct local maxima found in 0-200 nm box: 4
  other maximum: top 38.3, bottom 176.1 nm, mean T 0.9276
  other maximum: top 180.6, bottom 38.0 nm, mean T 0.8311
  other maximum: top 178.3, bottom 174.7 nm, mean T 0.7894
certificate: no point beats optimum by more than 0.0005; cells 78044, last half-width 0.0098 nm
largest slope/bound: top 0.541, bottom 0.690
best top oxide alone: 33.5 nm, mean T 0.8906
best bottom oxide alone: 27.5 nm, mean T 0.7276
bare band means: T 0.6533, R 0.3060, A 0.0407, psi 0.9395
coated band means: T 0.9476, R 0.0119, A 0.0405, psi 0.9590
gain in T 0.2942 = R drop 0.2941 + A drop 0.0002
R drop / gain: 0.999
factor split: entry 0.2779, internal loss 0.0163, entry share 0.945
gain with silver loss removed, same thicknesses: 0.3018
400 nm: eps -4.42+0.30j; bare T 0.806 R 0.167; coated T 0.935 R 0.047
450 nm: eps -6.65+0.43j; bare T 0.753 R 0.215; coated T 0.964 R 0.011
550 nm: eps -11.90+0.79j; bare T 0.650 R 0.309; coated T 0.960 R 0.001
650 nm: eps -18.19+1.30j; bare T 0.556 R 0.395; coated T 0.925 R 0.017
700 nm: eps -21.72+1.63j; bare T 0.514 R 0.433; coated T 0.896 R 0.037
admittance at 550 nm, bare silver on glass: 1.351+1.516j
admittance at 550 nm, bottom oxide on glass: 2.246-0.529j
admittance at 550 nm, plus silver: 2.116+1.358j
admittance at 550 nm, plus top oxide: 1.044+0.052j
thin-sheet admittance step at 550 nm: 0.090+1.359j
neglected effects: mean T bare, mean T coated, R drop / gain
  glass back face: 0.6330, 0.9076, 0.999
  oxide index 1.9 + 0.03 um2/lambda2: 0.6533, 0.9441, 0.999
  oxide extinction 0.005: 0.6533, 0.9344, 1.046
  oxide carriers 1e20 cm-3, 20 cm2/Vs, mass 0.3: 0.6533, 0.9404, 1.020
  extra interband Im eps 0.3: 0.6392, 0.9334, 0.996
  10 % voids in silver (Maxwell Garnett): 0.7078, 0.9543, 0.988
  silver at 360 K, bulk damping x 1.2: 0.6522, 0.9462, 0.999
  damping doubled: 0.6241, 0.9099, 0.999
  45 degrees, unpolarized: 0.6353, 0.9248, 1.006
  eye weight, Gaussian 555 nm, sigma 42 nm: 0.6455, 0.9564, 0.997
worst mean T for 5 nm errors in both oxides: 0.9377
sheet resistance of both doped oxides in parallel: 354 ohm per square
finished without a failed check
```
